**Image-charge correction of a cubic cell in a uniaxial dielectric**

For a point charge q in a cubic cell of side L, with dielectric constants eps_p in the plane and eps_z along the axis, the correction is E_corr = −q² u(γ) / (2 √(eps_p eps_z) L). Here γ = √(eps_p/eps_z) is the effective c/a, and u is the dimensionless potential at the charge in the equivalent vacuum cell. The program computes the energy difference between the periodic and the isolated charge in the original coordinates, with a smooth charge extrapolated to a point, and asserts that it agrees with the formula. It also asserts the equivalence with a tetragonal vacuum cell, the convexity of u on a grid of c/a values, the constant of a single charged sheet and the field energy of charged planes. Both sign changes are located from the direct energies and compared with the formula. The output places them at eps_p/eps_z = 13.87 and 0.0577. For L = 20 Å and q = e, the correction is +0.108 eV at a ratio of 4 and −0.042 eV at a ratio of 20, while a scalar dielectric constant equal to one third of the trace gives a positive value in both cases.

## Verification by program

```python
"""
Result under test: a point charge q in a cubic cell of side L, with neutralizing
background, in a medium with dielectric tensor diag(eps_p, eps_p, eps_z), has
    E_periodic - E_isolated = q^2 u(gamma) / (2 sqrt(eps_p eps_z) L),
    gamma = sqrt(eps_p/eps_z)   (effective c/a of the rescaled cell),
    u = pi gamma/3 - M + sum' [coth(pi k gamma) - 1]/k,  k = sqrt(m^2 + n^2),
    M = 4 - 2 sum' erfc(sqrt(pi) k)/k   (square sheet of charges).
The image-charge correction is E_corr = E_isolated - E_periodic.
It changes sign at eps_p/eps_z = (3M/pi)^2 and once more at a small ratio.
Gaussian units; energies are in charge^2/length until converted to eV.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

index = np.arange(-40, 41)
k_all = np.hypot(index[:, None], index[None, :]).ravel()
k_sheet = k_all[k_all > 0]
M = 4 - 2 * np.sum(erfc(np.sqrt(np.pi) * k_sheet) / k_sheet)


def u_formula(gamma):
    """Dimensionless potential at the charge, from the derived formula."""
    decay = np.exp(-2 * np.pi * k_sheet * gamma)
    remainder = np.sum(2 * decay / (1 - decay) / k_sheet)
    return np.pi * gamma / 3 - M + remainder


def energy_formula(eps_p, eps_z, side):
    """E_periodic - E_isolated for unit charge, derived formula."""
    gamma = np.sqrt(eps_p / eps_z)
    return u_formula(gamma) / (2 * np.sqrt(eps_p * eps_z) * side)


def energy_direct(eps_p, eps_z, a, c):
    """E_periodic - E_isolated in the original coordinates, cell a x a x c.

    The charge is smooth, with squared form factor exp(-s G.eps.G); the
    difference is linear in s up to exponentially small overlap terms, so
    two values of s give the point-charge limit.
    """
    angular = quad(lambda mu: (eps_p * (1 - mu**2) + eps_z * mu**2)**-1.5,
                   -1, 1, epsabs=1e-13, epsrel=1e-12, limit=200)[0]

    def difference(s):
        n_p = int(np.ceil(a * np.sqrt(35 / (s * eps_p)) / (2 * np.pi)))
        n_z = int(np.ceil(c * np.sqrt(35 / (s * eps_z)) / (2 * np.pi)))
        g_p = 2 * np.pi * np.arange(-n_p, n_p + 1) / a
        g_z = 2 * np.pi * np.arange(-n_z, n_z + 1) / c
        form = (eps_p * (g_p[:, None, None]**2 + g_p[None, :, None]**2)
                + eps_z * g_z[None, None, :]**2)
        form = form[form > 0]
        periodic = 2 * np.pi / (a * a * c) * np.sum(np.exp(-s * form) / form)
        isolated = angular / (4 * np.sqrt(np.pi * s))
        return periodic - isolated

    s1 = min(a * a / eps_p, c * c / eps_z) / 100
    s2 = 0.6 * s1
    d1, d2 = difference(s1), difference(s2)
    return d2 - s2 * (d1 - d2) / (s1 - s2)


# Sheet constant: explicit charges minus the background of a finite square.
def sheet_patch(n):
    i = np.arange(-n, n + 1)
    r = np.hypot(i[:, None], i[None, :]).ravel()
    half = n + 0.5
    return np.sum(1 / r[r > 0]) - 8 * half * np.log(1 + np.sqrt(2)), half


p1, h1 = sheet_patch(150)
p2, h2 = sheet_patch(300)
sheet_direct = (h2 * p2 - h1 * p1) / (h2 - h1)   # removes the 1/size error
assert abs(sheet_direct + M) < 1e-5

# Full energy formula against the definition, on both sides of both zeros.
largest_error = 0.0
for eps_p, eps_z, side in [(1, 1, 1), (12, 3, 20), (30, 1.5, 20),
                           (30, 1.5, 40), (2, 10, 7), (2, 50, 7)]:
    direct = energy_direct(eps_p, eps_z, side, side)
    scale = 1 / (2 * np.sqrt(eps_p * eps_z) * side)
    error = abs(direct - energy_formula(eps_p, eps_z, side)) / scale
    largest_error = max(largest_error, error)
assert largest_error < 1e-7

# Effective c/a: cubic cell in the medium against a tetragonal cell in vacuum.
for eps_p, eps_z in [(12, 3), (30, 1.5), (2, 10)]:
    cubic = energy_direct(eps_p, eps_z, 1, 1) * np.sqrt(eps_p * eps_z)
    tetragonal = energy_direct(1, 1, 1, np.sqrt(eps_p / eps_z))
    assert abs(cubic - tetragonal) < 1e-7

# Convexity in c/a, from direct energies of vacuum cells.
gammas = np.linspace(0.2, 5.0, 25)
u_direct = np.array([2 * energy_direct(1, 1, 1, g) for g in gammas])
slopes = np.diff(u_direct)
# At large c/a the curvature is below rounding, hence the small allowance.
assert np.all(np.diff(slopes) > -1e-8)
assert np.all(np.diff(slopes)[:4] > 1e-4)
assert u_direct[0] > 0 and u_formula(1.0) < 0 and u_direct[-1] > 0

# Zeros of the correction: direct energies against the formula.
ratio_upper = (3 * M / np.pi)**2
ratio_upper_direct = brentq(lambda x: energy_direct(x, 1, 1, 1), 8, 20)
assert abs(ratio_upper_direct - ratio_upper) < 1e-5
gamma_lower = brentq(u_formula, 0.2, 1.0)
ratio_lower = gamma_lower**2
inverse_lower_direct = brentq(lambda x: energy_direct(1, x, 1, 1), 10, 24)
assert abs(inverse_lower_direct - 1 / ratio_lower) < 1e-5


# Plane part: field energy of charged planes in a uniform background.
def plane_energy(eps_z, side):
    return np.pi / (6 * eps_z * side)


for eps_z, side in [(3, 20), (1.5, 20)]:
    def energy_density(z):
        displacement = 4 * np.pi / side**2 * (0.5 - z / side)
        return displacement**2 / (8 * np.pi * eps_z)
    field_energy = side**2 * quad(energy_density, 0, side)[0]
    assert abs(field_energy / plane_energy(eps_z, side) - 1) < 1e-10

# Worked example.
e2 = constants.e / (4 * np.pi * constants.epsilon_0) * 1e10   # eV angstrom
print(f"e^2 = {e2:.5f} eV angstrom")
print(f"sheet constant M = {M:.6f} (dimensionless)")
print(f"sheet constant from finite patches = {-sheet_direct:.6f}")
print(f"u at c/a = 1: {u_formula(1.0):.6f}")
print(f"u at c/a = 0.2: {u_formula(0.2):.4f}")
print(f"upper zero: effective c/a = {np.sqrt(ratio_upper):.4f}")
print(f"upper zero: eps_p/eps_z = {ratio_upper:.4f}")
print(f"upper zero from direct energies = {ratio_upper_direct:.4f}")
remainder_upper = u_formula(np.sqrt(ratio_upper))
print(f"coth remainder at upper zero = {remainder_upper:.1e}")
print(f"lower zero: effective c/a = {gamma_lower:.4f}")
print(f"lower zero: eps_p/eps_z = {ratio_lower:.5f}")
print(f"lower zero: eps_z/eps_p = {1 / ratio_lower:.3f}")
print(f"largest error of u, formula vs direct = {largest_error:.0e}")

corrections = {}
for name, eps_p, eps_z, side in [("A", 12.0, 3.0, 20.0),
                                 ("B", 30.0, 1.5, 20.0),
                                 ("B", 30.0, 1.5, 40.0)]:
    gamma = np.sqrt(eps_p / eps_z)
    root = np.sqrt(eps_p * eps_z)
    correction = -e2 * energy_formula(eps_p, eps_z, side)
    direct = -e2 * energy_direct(eps_p, eps_z, side, side)
    planes = e2 * plane_energy(eps_z, side)
    in_plane = -e2 * M / (2 * root * side)
    eps_mean = (2 * eps_p + eps_z) / 3
    scalar = -e2 * energy_formula(eps_mean, eps_mean, side)
    corrections[name, side] = correction
    assert abs(correction - direct) < 1e-7
    assert scalar > 0
    print(f"medium {name}: eps_p = {eps_p:.1f}, eps_z = {eps_z:.1f}, "
          f"L = {side:.0f} angstrom")
    print(f"  eps_p/eps_z = {eps_p / eps_z:.1f}, c/a = {gamma:.4f}")
    print(f"  sqrt(eps_p eps_z) = {root:.4f}, u = {u_formula(gamma):.5f}")
    print(f"  plane part of E_per - E_iso = {planes:.5f} eV")
    print(f"  in-plane part of E_per - E_iso = {in_plane:.5f} eV")
    print(f"  E_corr, formula = {correction:.5f} eV")
    print(f"  E_corr, direct = {direct:.5f} eV")
    print(f"  trace/3 = {eps_mean:.2f}, scalar E_corr = {scalar:.5f} eV")

assert corrections["A", 20.0] > 0
assert corrections["B", 20.0] < 0 and corrections["B", 40.0] < 0
print("done: every assertion held")
```

It prints:

```
e^2 = 14.39965 eV angstrom
sheet constant M = 3.900265 (dimensionless)
sheet constant from finite patches = 3.900265
u at c/a = 1: -2.837297
u at c/a = 0.2: 1.8297
upper zero: effective c/a = 3.7245
upper zero: eps_p/eps_z = 13.8717
upper zero from direct energies = 13.8717
coth remainder at upper zero = 5.5e-10
lower zero: effective c/a = 0.2402
lower zero: eps_p/eps_z = 0.05768
lower zero: eps_z/eps_p = 17.338
largest error of u, formula vs direct = 2e-11
medium A: eps_p = 12.0, eps_z = 3.0, L = 20 angstrom
  eps_p/eps_z = 4.0, c/a = 2.0000
  sqrt(eps_p eps_z) = 6.0000, u = -1.80584
  plane part of E_per - E_iso = 0.12566 eV
  in-plane part of E_per - E_iso = -0.23401 eV
  E_corr, formula = 0.10835 eV
  E_corr, direct = 0.10835 eV
  trace/3 = 9.00, scalar E_corr = 0.11349 eV
medium B: eps_p = 30.0, eps_z = 1.5, L = 20 angstrom
  eps_p/eps_z = 20.0, c/a = 4.4721
  sqrt(eps_p eps_z) = 6.7082, u = 0.78294
  plane part of E_per - E_iso = 0.25132 eV
  in-plane part of E_per - E_iso = -0.20931 eV
  E_corr, formula = -0.04202 eV
  E_corr, direct = -0.04202 eV
  trace/3 = 20.50, scalar E_corr = 0.04982 eV
medium B: eps_p = 30.0, eps_z = 1.5, L = 40 angstrom
  eps_p/eps_z = 20.0, c/a = 4.4721
  sqrt(eps_p eps_z) = 6.7082, u = 0.78294
  plane part of E_per - E_iso = 0.12566 eV
  in-plane part of E_per - E_iso = -0.10465 eV
  E_corr, formula = -0.02101 eV
  E_corr, direct = -0.02101 eV
  trace/3 = 20.50, scalar E_corr = 0.02491 eV
done: every assertion held
```
